# Slater and Kohn–Sham Exchange Potentials of the Uniform Electron Gas: verification in Python

```python
"""
Exchange potentials of the spin-unpolarized uniform electron gas (Gaussian units).

Results under test, with Fermi wavenumber kF = (3 pi^2 n)^(1/3):
    Slater potential              v_S = -3 e^2 kF / (2 pi)
    Kohn-Sham exchange potential  v_x =   -e^2 kF / pi
In the X-alpha form v_alpha = -(3 alpha / 2) e^2 kF / pi these are
alpha = 1 and alpha = 2/3.

Symbols: n density, k wavenumber of an occupied plane wave, s distance between
two points, gamma(s) spin-summed one-particle density matrix, e^2 squared charge.
Lengths are in angstrom and energies in eV unless a comment says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import spherical_jn
from pyscf.dft import libxc

E2 = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10   # e^2 in eV angstrom
HARTREE = constants.value("Hartree energy in eV")
S_GRID = np.linspace(1e-7, 2000.0, 400001)                    # distances, angstrom


def fermi_wavenumber(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def density_matrix(n, s):
    """Closed form of gamma(s)."""
    x = fermi_wavenumber(n) * s
    return 3 * n * spherical_jn(1, x) / x


def hole_charge(n):
    """Number of electrons in the exchange hole -gamma^2/(2n)."""
    hole = -density_matrix(n, S_GRID) ** 2 / (2 * n)
    return simpson(4 * np.pi * S_GRID**2 * hole, x=S_GRID)


def hole_potential(n):
    """Potential energy of an electron in its own exchange hole."""
    hole = -density_matrix(n, S_GRID) ** 2 / (2 * n)
    return E2 * simpson(4 * np.pi * S_GRID * hole, x=S_GRID)


def orbital_potential(k, kf):
    """Exchange potential of plane wave k from distances to the Fermi surface."""
    half = quad(lambda mu: np.sqrt(max(kf**2 - k**2 * (1 - mu**2), 0.0)), 0, 1)[0]
    return -E2 / np.pi * 2 * half


def orbital_potential_real_space(k, n):
    """Same quantity from the Coulomb integral over distance, no 4 pi / q^2."""
    wave = np.sin(k * S_GRID) / (k * S_GRID)
    same_spin = density_matrix(n, S_GRID) / 2
    return -E2 * simpson(4 * np.pi * S_GRID * same_spin * wave, x=S_GRID)


density = 0.05
kf = fermi_wavenumber(density)
unit = E2 * kf / np.pi

# Density matrix: integral over occupied plane waves against the closed form.
for s in (0.5, 2.0, 5.0):
    direct = quad(lambda k: k * np.sin(k * s) / s, 0, kf)[0] / np.pi**2
    assert abs(direct - density_matrix(density, s)) < 1e-10

# The exchange hole holds minus one electron (the cut tail falls as 1/distance).
charge = hole_charge(density)
assert abs(charge + 1) < 1e-3

# Orbital exchange potential: Fermi-surface distances against real space.
for fraction in (0.3, 0.5, 1.0):
    a = orbital_potential(fraction * kf, kf)
    b = orbital_potential_real_space(fraction * kf, density)
    assert abs(a - b) < 2e-5 * unit
v_bottom = orbital_potential(0.0, kf)
v_middle = orbital_potential(0.5 * kf, kf)
v_fermi = orbital_potential(kf, kf)
assert abs(v_bottom + 2 * unit) < 1e-8
assert abs(v_fermi + unit) < 1e-8

# Slater potential: average over the Fermi sphere, and the hole integral.
v_average = 3 / kf**3 * quad(lambda k: k**2 * orbital_potential(k, kf), 0, kf)[0]
v_hole = hole_potential(density)
slater_formula = -3 * E2 * kf / (2 * np.pi)
assert abs(v_average / slater_formula - 1) < 1e-6
assert abs(v_hole / slater_formula - 1) < 1e-5
dense = 8 * density
dense_formula = -3 * E2 * fermi_wavenumber(dense) / (2 * np.pi)
assert abs(hole_potential(dense) / dense_formula - 1) < 1e-5

# Kohn-Sham potential: finite difference of exchange energy per volume.
step = 1e-3 * density
energy_up = 0.5 * (density + step) * hole_potential(density + step)
energy_down = 0.5 * (density - step) * hole_potential(density - step)
v_ks = (energy_up - energy_down) / (2 * step)
ks_formula = -E2 * kf / np.pi
assert abs(v_ks / ks_formula - 1) < 1e-5
assert abs(v_ks / v_fermi - 1) < 1e-5

# Nonuniform density in atomic units: which alpha is the functional derivative
# of the local-density exchange energy, evaluated by libxc?
r = np.linspace(1e-6, 14.0, 14001)
n_atom = 2 * np.exp(-2 * r) / np.pi
change = 1e-5 * r**2 * n_atom


def lda_exchange_energy(n):
    per_electron = np.ravel(libxc.eval_xc("LDA,", n, spin=0, deriv=1)[0])
    return simpson(4 * np.pi * r**2 * n * per_electron, x=r)


true_change = 0.5 * (lda_exchange_energy(n_atom + change)
                     - lda_exchange_energy(n_atom - change))


def predicted_change(alpha):
    v_alpha = -1.5 * alpha * fermi_wavenumber(n_atom) / np.pi
    return simpson(4 * np.pi * r**2 * v_alpha * change, x=r)


ratio_ks = predicted_change(2 / 3) / true_change
ratio_slater = predicted_change(1.0) / true_change
assert abs(ratio_ks - 1) < 1e-5
assert abs(ratio_slater - 1.5) < 1e-5

alpha_slater = v_average / (-1.5 * unit)
alpha_ks = v_ks / (-1.5 * unit)

print(f"density n                               = {density:.2f} angstrom^-3")
print(f"e^2                                     = {E2:.4f} eV angstrom")
print(f"Fermi wavenumber kF                     = {kf:.4f} angstrom^-1")
print(f"e^2 kF / pi                             = {unit:.4f} eV")
print(f"orbital exchange potential at k = 0     = {v_bottom:.4f} eV")
print(f"orbital exchange potential at k = kF/2  = {v_middle:.4f} eV")
print(f"orbital exchange potential at k = kF    = {v_fermi:.4f} eV")
print(f"Slater potential, Fermi-sphere average  = {v_average:.4f} eV")
print(f"Slater potential, exchange-hole integral= {v_hole:.4f} eV")
print(f"Slater potential, formula               = {slater_formula:.4f} eV")
print(f"Slater potential, converted             = {v_average / HARTREE:.4f} hartree")
print(f"exchange energy per electron            = {0.5 * v_average:.4f} eV")
print(f"Kohn-Sham potential, finite difference  = {v_ks:.4f} eV")
print(f"Kohn-Sham potential, formula            = {ks_formula:.4f} eV")
print(f"Kohn-Sham potential, converted          = {v_ks / HARTREE:.4f} hartree")
print(f"Slater minus Kohn-Sham potential        = {v_average - v_ks:.4f} eV")
print(f"alpha from Slater potential             = {alpha_slater:.4f} (no unit)")
print(f"alpha from Kohn-Sham potential          = {alpha_ks:.4f} (no unit)")
print(f"electrons in hole, cut at 2000 angstrom = {charge:.4f} (no unit)")
print("nonuniform density, predicted / true exchange-energy change:")
print(f"  with alpha = 2/3                      = {ratio_ks:.4f} (no unit)")
print(f"  with alpha = 1                        = {ratio_slater:.4f} (no unit)")
print("OK")
```

Output:

```
density n                               = 0.05 angstrom^-3
e^2                                     = 14.3996 eV angstrom
Fermi wavenumber kF                     = 1.1397 angstrom^-1
e^2 kF / pi                             = 5.2239 eV
orbital exchange potential at k = 0     = -10.4479 eV
orbital exchange potential at k = kF/2  = -9.5283 eV
orbital exchange potential at k = kF    = -5.2239 eV
Slater potential, Fermi-sphere average  = -7.8359 eV
Slater potential, exchange-hole integral= -7.8359 eV
Slater potential, formula               = -7.8359 eV
Slater potential, converted             = -0.2880 hartree
exchange energy per electron            = -3.9180 eV
Kohn-Sham potential, finite difference  = -5.2239 eV
Kohn-Sham potential, formula            = -5.2239 eV
Kohn-Sham potential, converted          = -0.1920 hartree
Slater minus Kohn-Sham potential        = -2.6120 eV
alpha from Slater potential             = 1.0000 (no unit)
alpha from Kohn-Sham potential          = 0.6667 (no unit)
electrons in hole, cut at 2000 angstrom = -0.9996 (no unit)
nonuniform density, predicted / true exchange-energy change:
  with alpha = 2/3                      = 1.0000 (no unit)
  with alpha = 1                        = 1.5000 (no unit)
OK
```
